Why exact electron-beam proximity correction by deconvolution fails

**1. Definitions and conventions**

An electron beam writes a dose D into a thin resist. Scattering spreads the deposited energy, so the exposure E at a point collects contributions from dose delivered elsewhere. I express E in the units of dose, μC/cm², normalized so that a uniform dose D over an unlimited area gives E = D.

Features are long lines, and everything depends on x alone. The model is linear and the same at every position:

E(x) = ∫ g(x−u) D(u) du.

The radial point spread is taken as two Gaussians. One describes forward scattering and beam blur, with range α; the other describes backscattering from the substrate, with range β > α:

f(r) = [exp(−r²/α²)/(πα²) + η exp(−r²/β²)/(πβ²)]/(1+η).

Here η is the ratio of backscattered to forward energy, with 0 < η < 1. Putting r² = x² + y² and integrating over y, with ∫exp(−y²/α²)dy = √π α and likewise for β, gives the line spread

g(x) = [exp(−x²/α²)/α + η exp(−x²/β²)/β]/[√π(1+η)].

It is positive, has unit area and falls steadily with |x|.

Exact correction asks for a dose whose exposure is E0 inside the pattern and zero outside, with a jump at each edge. A physical dose must also satisfy D ≥ 0, since a beam cannot remove charge. These are separate demands, and they fail for separate reasons.

The example uses α = 30 nm, β = 10 μm, η = 0.6, E0 = 200 μC/cm² and a line of width w = 100 nm.

**2. First contribution: smoothing forbids a jump**

Allow even signed doses, including concentrated spots, provided that the total absolute charge per unit line length Q = ∫|D|du is finite. For a displacement h,

|E(x+h) − E(x)| ≤ ∫ |g(x+h−u) − g(x−u)| |D(u)| du ≤ |h| M Q,

where M is the largest value of |g′|. The second step is the mean value theorem. For one unit-area Gaussian of range r, the slope magnitude 2x exp(−x²/r²)/(√π r³) peaks at x = r/√2, with value √(2/(πe))/r². Adding the separate maxima gives

M ≤ √(2/(πe)) (1/α² + η/β²)/(1+η).

M is finite, so the right side vanishes as h → 0, and E is continuous.

A continuous exposure also misses a step by a definite amount. If E = c at the edge, the error tends to |c−E0| on one side and |c| on the other. These add to at least E0, so one of them is at least E0/2. No refinement of a finite dose lowers the largest error below half the jump.

A large written area has unlimited total charge but bounded dose, and it needs a second argument. Let 0 ≤ D ≤ Dmax. Then

E′(x) = ∫ g′(x−u) D(u) du.

The factor g′(x−u) is positive for u > x and negative for u < x. The largest slope therefore comes from D = Dmax for u > x and D = 0 for u < x:

E′max = Dmax ∫₋∞⁰ g′(t) dt = Dmax g(0), with g(0) = (1/α + η/β)/[√π(1+η)].

The steepest slope available is that at the edge of a plain half-plane written at the highest dose. If doses down to −Dmax were allowed, the other half-plane would contribute as much again, and the limit would only double. As a test, pixel doses reaching 50 μm to either side were left free and the central slope was maximized by linear programming. For doses between 0 and 1 the result agreed with g(0), and for doses between −1 and 1 with 2g(0), each within 0.1 %.

Here g(0) = 0.01178 nm⁻¹. With a ceiling of 400 μC/cm² the slope cannot exceed 4.710 μC/cm² per nm. A rise from 25 % to 75 % of E0 covers 100 μC/cm², so it takes at least

100/4.710 = 21.2 nm.

This is a lower limit, and doubling the ceiling does not halve the width actually reached. With forward scattering alone, a half-plane has E = Dmax erfc(z/α)/[2(1+η)] at a distance z outside its edge. The slope is greatest at z = 0, where E = Dmax/[2(1+η)]. At a ceiling of 400 μC/cm² this is 125 μC/cm², inside the fixed band from 25 % to 75 % of E0; at 800 μC/cm² it is 250 μC/cm², above the band, which is then crossed in the flatter foot of the edge. The band covers 23.2 nm at 400 μC/cm² and still 16.1 nm at 800 μC/cm². These widths are close to those of a 100 nm line, which makes little fog of its own. In a real half-plane at these doses, backscattering lifts the surround above the 25 % level and stretches the rise over micrometres. Zero width requires an infinite dose.

**3. Second contribution: the inverse amplifies what smoothing removed**

Define the Fourier transform by D̂(k) = ∫D(x) exp(−ikx)dx. For a Gaussian, completing the square,

x²/r² + ikx = (x/r + ikr/2)² + r²k²/4,

gives the transform exp(−r²k²/4). Hence Ê = G D̂, with

G(k) = [exp(−α²k²/4) + η exp(−β²k²/4)]/(1+η).

The ideal line has

Ê(k) = E0 ∫ exp(−ikx)dx over |x| < w/2 = 2E0 sin(kw/2)/k = E0 w sinc(kw/2), with sinc z = sin z/z.

Division by G would give the exact dose if one existed. Since β > α, G(k) ≤ exp(−α²k²/4). At the frequencies k = (2m+1)π/w, where |sin(kw/2)| = 1,

|Ê/G| ≥ (2E0/k) exp(α²k²/4),

which grows without limit. A dose of finite charge has |D̂(k)| ≤ ∫|D|dx, a fixed number. The formal inverse is therefore not the transform of any finite-charge dose. This is the result of Section 2 seen in frequency: a sharp edge has a spectrum falling only as 1/k, while the exposure of a finite dose has one falling at least as fast as G.

The usual escape is to discard frequencies above a cutoff K, equivalently periods below p = 2π/K. An abrupt cutoff convolves the target with sin(Kx)/(πx), which takes both signs and can make the target itself negative. Since g > 0, negative dose would then be needed for a trivial reason. To remove that reason, multiply Ê by the taper 1−|k|/K for |k| < K, and by zero beyond. Its real-space kernel follows by one integration by parts:

F(x) = (1/π) ∫₀ᴷ (1−k/K) cos(kx) dk
= (1/π) {[(1−k/K) sin(kx)/x]₀ᴷ + (1/(Kx)) ∫₀ᴷ sin(kx) dk}
= [1−cos(Kx)]/(πKx²) ≥ 0.

The bracket vanishes at both ends. The target E_K = F * (ideal line) is now nowhere negative, and its dose

D̂_K(k) = E0 w sinc(kw/2) (1−|k|/K)/G(k), |k| < K,

is finite. Any negative part of D_K is the work of the inversion.

**4. When negative dose is certain**

Let P be the positive charge of D_K and N the magnitude of its negative charge, both per unit line length. The transform is continuous with only kinks, so D_K falls as 1/x² and both are finite. Then

D̂_K(0) = P − N and |D̂_K(k)| ≤ ∫|D_K|dx = P + N = D̂_K(0) + 2N.

Therefore

N ≥ [max|D̂_K| − D̂_K(0)]/2.

If any Fourier component exceeds the one at k = 0, no non-negative dose can produce this target. Two frequency regions can bring this about.

At high k the cause is forward scattering. Fix a frequency at which |sinc(kw/2)|/G exceeds 1, which Section 3 shows to exist. As K rises, the taper there tends to 1, so negative dose becomes unavoidable. Because the fixed frequency can be chosen with as large a ratio as desired, N has no upper limit as K grows.

At low k the cause is backscattering. If 1/β ≪ k, while k is small compared with 1/w, 1/α and K, the backscattered term in G has died out but the target has hardly changed. Then G ≈ 1/(1+η), the ratio |D̂_K(k)|/D̂_K(0) is close to 1+η, and N is at least about η/2 of the net charge. This does not require a sharp target, only a feature much narrower than β.

Deconvolution need not give negative doses for every target. Drop backscattering and ask for the line blurred by a Gaussian of range s. The required transform is Ê exp[−(s²−α²)k²/4]. For s > α this is the line blurred by range √(s²−α²), a positive dose; for s = α it is the unblurred line. For s < α the exponent changes sign and no finite-charge dose exists. In this one-Gaussian model, the forward range is the boundary between an attainable and an unattainable Gaussian edge.

**5. The line, cutoff by cutoff**

For k ≫ 1/β the gain at the cutoff is

1/G(K) ≈ (1+η) exp(α²K²/4) = (1+η) exp(π²α²/p²).

At p = 60 nm the exponent is π²/4 = 2.467, and the gain is 18.87. At 40, 30 and 25 nm the gain is 412, 3.09×10⁴ and 2.38×10⁶. The taper removes the component at K itself, so these are measures of the amplification near the cutoff and not doses.

The extreme doses, in μC/cm², are:

p = 60 nm: +306 and −27
p = 40 nm: +540 and −310
p = 30 nm: +4.9×10³ and −5.1×10³
p = 25 nm: +2.8×10⁵ and −2.9×10⁵

As a test, each dose was convolved with g in real space; at x = 0, 37, 50, 90 and 1000 nm the result matched the separately integrated target within 10⁻⁴ μC/cm². These are correct solutions of the band-limited problem, and they cannot be written.

To isolate forward scattering, set η = 0 with the same target. The lowest doses become −16.3, −193, −3.2×10³ and −1.8×10⁵ μC/cm². Forward scattering alone thus demands negative dose at all four cutoffs. Backscattering enters in two ways, seen by writing q = exp[−(β²−α²)k²/4] and calling the η = 0 solution D_f:

D̂_K = (1+η) D̂_f/(1+ηq) = (1+η) D̂_f − (1+η) D̂_f ηq/(1+ηq).

The first term scales the forward solution by 1.6, because only part of the energy is deposited at short range. The second contains only frequencies up to a few times 1/β. It is a shallow halo about as wide as β, with total charge −ηE0w (set q = 1 and D̂_f = E0w) and a depth of order ηE0w/β = 1.2 μC/cm². At p = 60 nm, 1.6 × 16.26 = 26.0, and the full minimum is −26.8; the remaining 0.8 has the size expected of the halo.

Negative charge weighs the two causes differently from negative peak dose. Relative to the net charge it is 0.62, 1.7, 32 and 1.2×10³ for the four cutoffs, while the lower bounds of Section 4 are 0.30, 0.30, 17 and 8.0×10². The first two bounds lie at the backscattering value η/2 = 0.3. At 60 nm most of the negative charge can be attributed to the halo, whose total is −0.6 of the net charge. At 40 nm the bound has not moved, but it is slack: the scaled forward solution alone already carries a negative charge of about 1.15 of the net charge. At 30 and 25 nm the bound has left the backscattering value and forward amplification dominates completely.

The gain in sharpness is modest. Differentiating E_K(x) = E0∫F(t)dt between x−w/2 and x+w/2 gives the edge slope magnitude

|E_K′(w/2)| = E0[F(0) − F(w)] ≤ E0/p, because F(0) = K/(2π) = 1/p.

The values are 3.242, 4.919, 6.621 and 8.000 μC/cm² per nm. Going from 40 to 25 nm multiplies the slope by 1.6 and the peak dose by more than 500.

Setting negative doses to zero is not an exact repair. The exposure at the line centre changes from 179.8 to 180 μC/cm² at p = 60 nm, and from 181.9 to 183.6 at 40 nm. At 30 nm it goes from 189 to 544, and at 25 nm from 190 to 5.7×10⁴. In the last two cases the large positive lobes were meant to be cancelled by negative neighbours. The small change at 60 nm does not mean that little charge was removed: most of it lay in the wide halo, which reaches the centre weakly through backscattering.

**6. Third contribution: fog that cannot be subtracted**

Now remove the demand for sharpness and keep the demand for a dark surround. Let the target be a pad of width W, already blurred by the forward Gaussian. With P̂ the transform of the unblurred pad of height E0,

D̂ = P̂ exp(−α²k²/4)/G = (1+η)P̂/(1+ηq) = (1+η)P̂ Σ (−η)ⁿqⁿ, n = 0, 1, 2, …

The series converges because 0 < q ≤ 1 and η < 1. Each qⁿ is the transform of a unit-area Gaussian of range √n √(β²−α²). The dose is therefore the pad minus a blurred copy, plus a more widely blurred copy, and so on. Its total absolute charge is at most (1+η)/(1−η) times E0W, so a finite signed solution exists.

For W ≫ β, each blurred copy that matters equals E0/2 at the pad edge by symmetry. Just outside the edge the n = 0 term is zero, and

D(outside) = (1+η)(E0/2) Σ (−η)ⁿ from n = 1
= (1+η)(E0/2)[−η/(1+η)] = −ηE0/2.

Just inside, the unblurred pad adds (1+η)E0, so D(inside) = (1+η/2)E0. Deep inside, all copies equal E0 and the sum gives D = E0. For W = 100 μm the values are −60, 260 and 200 μC/cm².

The physical reason is direct. Backscattered electrons from the pad expose the surround, and only negative dose could cancel them. In general, any non-negative dose that is not zero everywhere gives E > 0 at every x, because g > 0. A perfectly dark exterior is excluded even without a sharp edge.

With the negative dose clipped, the exposure at the pad edge is 123.8 μC/cm² instead of 100, and 38.0 remains 1 μm outside, where the target is practically zero. A uniform pad at dose E0 does no worse there: beyond the reach of forward scattering its fog is below ηE0/[2(1+η)] = 37.5 μC/cm². Clipping keeps the raised dose inside the edge but loses the subtraction that was to accompany it.

**7. What can still be corrected**

An ideal threshold resist responds only to whether E lies above or below a fixed level, here E0/2 = 100 μC/cm². It needs the right crossing points, not a flat top and a dark exterior. A strip of width w and uniform dose D has

E(x) = D/[2(1+η)] × {erf[(x+w/2)/α] − erf[(x−w/2)/α] + η erf[(x+w/2)/β] − η erf[(x−w/2)/β]}.

Setting E(w/2) = E0/2 gives

D = E0(1+η)/[erf(w/α) + η erf(w/β)] > 0.

For x > 0 the slope is E′ = D[g(x+w/2) − g(x−w/2)] < 0, since x+w/2 is farther from zero than x−w/2 and g falls with distance. The threshold is therefore crossed once on each side, at the intended edge.

For w ≫ β the dose tends to E0. For α ≪ w ≪ β it tends to (1+η)E0 = 320 μC/cm², because a narrow line receives little of its own backscatter. For w ≪ α, using erf z ≈ 2z/√π and neglecting the much smaller backscattered term, D ≈ (1+η)E0√π α/(2w): the dose stays positive but grows without limit as the line narrows.

The 100 nm line needs 317.8 μC/cm² and the wide pad 200.0. The line's edge slope is 3.736 μC/cm² per nm, steeper than the band-limited target at p = 60 nm, which required negative dose.

A positive threshold correction can still fail if part of the dose is held fixed. Consider an opening, wide compared with α but narrow compared with β, in a large area whose dose is held at E0. The fog in it is ηE0/(1+η) = 75 μC/cm². Lower the dose to d in a rim around the opening, also wide compared with α and narrow compared with β. The edge condition is

d/[2(1+η)] + ηE0/(1+η) = E0/2, hence d = (1−η)E0 = 80 μC/cm².

In this limit the rim dose is positive only for η < 1; at η = 1 the fog alone reaches the threshold, and the dose of the large area must be lowered as well. An opening and rim of finite width remove some of the fog and relax the condition: with both 1 μm wide, the rim dose is 106 μC/cm² at η = 0.6 and still positive at η = 1.

**8. The model beside a real writer**

The parameters are rough typical values for 50 kV writing in thin resist on a bulk silicon wafer; in denser semiconductors such as gallium arsenide the backscatter range is shorter and η is larger, and η can approach or exceed 1. The series of Section 6 then no longer converges, but the factor 1/(1+ηq) stays smooth and bounded, so a finite signed pad dose still exists and its value just outside the edge is still −ηE0/2. The forward range of 30 nm includes beam blur and is large for a finely focused spot; resist sensitivities vary widely around the chosen E0. The exponential gain depends on α/p, so a smaller α moves the same difficulty to proportionately shorter periods.

The neglected effects have different weights. At E0 there are 12.5 incident electrons per nm². Taking half of this over an area πα² gives a rough shot noise of 0.75 % of the edge exposure, or 0.2 nm of edge position for the line. Summing the Poisson variance over the point spread at the line's actual dose, n = 19.8 electrons per nm², gives the smaller value 1/√(nπα²) = 0.42 %, or 0.11 nm. Both estimates count incident electrons only; the statistics of energy deposition and of the resist chemistry add to the roughness of a real edge. A mid-range scattering term of assumed weight 0.1 relative to the forward term, and range 300 nm, lowers the line-edge exposure by 2.5 % at fixed dose and moves each edge inward by about 0.7 nm. Both shifts are small beside the lower limit of 21 nm found above for the rise width. Resist diffusion of range 10 nm adds in quadrature to α and multiplies the gain at p = 30 nm by 3.0. Heating and charging are left out.

The size of the inverse depends strongly on the forward range and also on the assumed Gaussian shape of the core. To see the effect of shape, replace the Gaussian by an exponential, exp(−|x|/a)/(2a), with the same variance: 2a² = α²/2, so a = α/2. Its transform is 1/(1+a²k²), and its gain at p = 30 nm is 1 + α²K²/4 = 10.9, against 1.9×10⁴ for the Gaussian core. The enormous doses at short periods thus belong to a Gaussian core with this forward range and should not be read as predictions for a real resist. The continuity result is sturdier. For any integrable g and any dose with |D| ≤ Dmax,

|E(x+h) − E(x)| ≤ Dmax ∫|g(t+h) − g(t)|dt → 0 as h → 0.

The shape of the core sets the price of approaching a step; spreading of any integrable form rules out reaching it with bounded dose. The numerical output below lists the main computed values.

Table of computed values

```
Model: rough typical 50 kV writing, thin resist, bulk wafer
forward range alpha = 30 nm
backscatter range beta = 10000 nm
backscatter ratio eta = 0.60
wanted exposure E0 = 200 uC/cm2
line width = 100 nm, pad width = 100000 nm
g(0) = 0.01178 1/nm
dose ceiling = 400 uC/cm2
steepest edge at ceiling = 4.710 uC/cm2 per nm
least width of 25-75% rise = 21.2 nm
Inverse dose for the line; doses and exposures in uC/cm2
period nm | gain 1/G(K) | max dose | min dose | min, eta=0
60 | 18.87 | 305.7 | -26.79 | -16.26
40 | 412.3 | 540.1 | -309.5 | -192.9
30 | 3.093e+04 | 4883 | -5118 | -3198
25 | 2.379e+06 | 2.849e+05 | -2.858e+05 | -1.787e+05
period nm | negative/net charge | its lower bound
60 | 0.6241 | 0.2955
40 | 1.655 | 0.2969
30 | 32.08 | 16.64
25 | 1186 | 804.7
period nm | edge slope per nm | centre target | centre clipped
60 | 3.242 | 179.8 | 180
40 | 4.919 | 181.9 | 183.6
30 | 6.621 | 188.7 | 543.6
25 | 8.000 | 190.0 | 5.658e+04
pad dose at centre = 200.0 uC/cm2
pad dose just inside edge = 260.0 uC/cm2
pad dose just outside edge = -60.0 uC/cm2
pad exposure after clipping negative dose:
  0 nm outside edge = 123.8 uC/cm2
  1000 nm outside edge = 38.0 uC/cm2
resist threshold = 100 uC/cm2
threshold dose of line = 317.8 uC/cm2
threshold dose of pad = 200.0 uC/cm2
edge slope of that line = 3.736 uC/cm2 per nm
Neglected effects, rough sizes:
electrons at E0 = 12.48 per nm2
shot noise at line edge, area pi alpha^2 = 0.75 %
edge shift from it = 0.20 nm
mid-range term: weight 0.1, range 300 nm
line-edge exposure change = -2.49 %
edge shift from it = -0.67 nm
10 nm diffusion range: gain at 30 nm x 2.99
core gain at 30 nm, Gaussian = 1.933e+04
core gain at 30 nm, exponential = 10.87
```
